# Quantum capacitance of a parabolic two-dimensional band at finite temperature

A sheet of \(10^{13}\) electrons per cm\(^2\), with parameters roughly typical of monolayer MoS\(_2\), has at 300 K a calculated quantum capacitance of 40.4 µF/cm\(^2\). Two simple estimates are available. The zero-temperature value for a constant density of states is 66.9 µF/cm\(^2\), and a classical gas of the same density gives 62.0 µF/cm\(^2\). The two nearly agree with each other, yet both exceed the calculated value by more than half of it. The finite-temperature formula explains why.

## What is being differentiated

The band has its edge at energy \(E_c\), an isotropic mass \(m\), and degeneracy \(g\) (spin times valley). The electrons are independent, and they are in equilibrium at temperature \(T\) with a contact at chemical potential \(\mu\). The layer has zero thickness, and there are no holes. Define

\[
\delta=\mu-E_c ,\qquad \eta=\frac{\delta}{kT}.
\]

Let \(e>0\) be the elementary charge and \(\phi\) the electrostatic potential of the channel. An electron has charge \(-e\), so a positive \(\phi\) lowers the whole band rigidly: \(E_c=E_{c0}-e\phi\). At fixed \(\mu\) this gives \(d\delta=e\,d\phi\). The channel carries the charge \(-en\) per area, and the gate carries the compensating \(+en\). The quantum capacitance per area is the positive quantity

\[
C_q=\left.\frac{d(en)}{d\phi}\right|_{\mu}=e^2\frac{dn}{d\delta}.
\]

It is not the capacitance measured at the gate. The gate potential exceeds the channel potential by the voltage across the oxide, \(en/C_{ox}\). Since \(\phi\) equals \(\delta/e\) plus a constant, the gate voltage relative to the contact is

\[
V_G=V_0+\frac{\delta}{e}+\frac{en}{C_{ox}} .
\]

Differentiating with respect to \(en\), and using \(d(\delta/e)/d(en)=1/C_q\), gives

\[
\frac{1}{C_{tot}}=\frac{1}{C_q}+\frac{1}{C_{ox}},\qquad C_{tot}=\frac{d(en)}{dV_G}.
\]

This holds for one gate and no other charge that varies with \(V_G\).

## First derivation: count the electrons, then differentiate

**Density of states.** In a periodic square of area \(A=L^2\), the allowed wave vectors form a grid of spacing \(2\pi/L\), so each occupies the area \((2\pi)^2/A\). The number of states inside a circle of radius \(k\) is

\[
g\,\frac{\pi k^2}{(2\pi)^2/A}=\frac{gAk^2}{4\pi}.
\]

With \(\varepsilon=\hbar^2k^2/2m\) measured from the band edge, \(k^2=2m\varepsilon/\hbar^2\), and this number becomes \(gAm\varepsilon/(2\pi\hbar^2)\). It is linear in \(\varepsilon\), so the density of states per area is constant above the edge and zero below it:

\[
D=\frac{gm}{2\pi\hbar^2}\qquad\left(\frac{gm}{2\pi}\ \text{in atomic units}\right).
\]

For an elliptic band the circle becomes an ellipse with semi-axes \(\sqrt{2m_x\varepsilon}/\hbar\) and \(\sqrt{2m_y\varepsilon}/\hbar\). Its area is \(2\pi\sqrt{m_xm_y}\,\varepsilon/\hbar^2\), so \(m\) is replaced by \(\sqrt{m_xm_y}\).

**Density.** Each state is occupied with the Fermi probability \(f\). With \(x=\varepsilon/kT\),

\[
n=D\,kT\int_0^\infty\frac{dx}{1+e^{x-\eta}}
=D\,kT\int_0^\infty\frac{e^{\eta-x}}{1+e^{\eta-x}}\,dx .
\]

The last integrand is \(-\frac{d}{dx}\ln(1+e^{\eta-x})\). The logarithm vanishes at the upper limit, so

\[
n=D\,kT\,\ln(1+e^{\eta}).
\]

**Capacitance.** Since \(d\eta/d\delta=1/kT\), the factor \(kT\) cancels:

\[
C_q=e^2D\,\frac{e^\eta}{1+e^\eta}=\frac{e^2D}{1+e^{-\delta/kT}} .
\]

To express this through the density, write \(u=n/(D\,kT)\). The density formula says \(e^u=1+e^\eta\). Hence \(e^\eta/(1+e^\eta)=(e^u-1)/e^u\), and

\[
C_q=e^2D\left(1-e^{-n/(D\,kT)}\right),\qquad
\delta=kT\ln\left(e^{n/(D\,kT)}-1\right).
\]

**The opening numbers.** For \(m=0.5\,m_e\) and \(g=4\), \(D=4.177\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\). One electronvolt is \(e\) times one volt, so \(e^2D\) is the elementary charge in coulombs times this number:

\[
1.602\times10^{-19}\times4.177\times10^{14}\ \text{F/cm}^2=66.9\ \text{µF/cm}^2 = 0.669\ \text{F/m}^2 .
\]

At 300 K, \(kT=25.85\) meV and \(D\,kT=1.080\times10^{13}\) cm\(^{-2}\). The density \(10^{13}\) cm\(^{-2}\) therefore means \(u=0.926\), and

\[
C_q=66.93\,(1-e^{-0.926})=66.93\times0.604=40.4\ \text{µF/cm}^2 .
\]

The chemical potential lies 10.9 meV above the edge, which is less than \(kT\). Differentiating under the integral shows what this implies. Because \(f\) depends on \(\varepsilon-\delta\), \(\partial f/\partial\delta=-\partial f/\partial\varepsilon\), and

\[
\frac{C_q}{e^2}=\int_0^\infty D\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\]

The weight \(-\partial f/\partial\varepsilon\) is a peak of unit area centred at \(\varepsilon=\delta\), a few \(kT\) wide. The capacitance is \(e^2D\) times the part of the peak that lies above the band edge. Here that part is 60 %; the rest falls in the gap, where there are no states.

## The two limits and their errors

**Chemical potential below the edge.** For \(\delta<0\) and \(|\delta|\gg kT\), the 1 in the denominator is negligible beside \(e^{|\delta|/kT}\):

\[
C_q\to e^2D\,e^{-|\delta|/kT}.
\]

The ratio of this form to the full result is \(e^{\eta}(1+e^{-\eta})=1+e^{-|\delta|/kT}\), so the limit is too large by the relative amount \(e^{-|\delta|/kT}\).

In terms of density the same regime is \(u\ll1\). Then \(1-e^{-u}=u-u^2/2+\dots\), and

\[
C_q=\frac{e^2n}{kT}\left(1-\frac{n}{2D\,kT}+\dots\right).
\]

The mass has dropped out of the leading term. At \(10^{12}\) cm\(^{-2}\), \(e^2n/kT=6.20\) µF/cm\(^2\) against the full 5.92, an excess of 4.7 %, and \(u/2=0.046\) accounts for nearly all of it.

**Chemical potential above the edge.** For \(\delta\gg kT\), \(C_q\to e^2D\), and the ratio of limit to full result is \(1+e^{-\delta/kT}\). This correction is again exponential. A Sommerfeld expansion in powers of \(kT/\delta\) has coefficients proportional to derivatives of the density of states at the chemical potential. These vanish for a constant \(D\), and what remains is the tail of the thermal peak that reaches below the edge.

**At the edge.** For \(\delta=0\), \(C_q=e^2D/2\), because half of a symmetric peak lies above its centre.

A direct sum of Fermi functions over the states of a periodic box of side 100 nm, differentiated numerically at 300 K, tests all three cases without using \(D\,kT\ln(1+e^\eta)\). At \(\delta=-8kT\) it gives 0.99967 of the lower limit, and at \(\delta=0\) it gives 0.50000 of the ceiling \(e^2D\). At \(\delta=+8kT\) it falls short of the ceiling by \(3.354\times10^{-4}\), where \(e^{-8}=3.355\times10^{-4}\).

**Cooling.** The limit \(T\to0\) depends on what is held fixed. At fixed \(\delta<0\) the band empties and \(C_q\to0\). At fixed \(n>0\), \(u\) grows without bound and \(C_q\to e^2D\), because the chemical potential moves up to \(\delta=n/D\). At \(10^{13}\) cm\(^{-2}\), \(C_q\) is 50 % of the ceiling at 400 K, 60 % at 300 K and 97 % at 77 K.

## Second derivation: from the fluctuations of the electron number

The same result follows from asking how strongly the number \(N\) of electrons in the area \(A\) fluctuates while the contact exchanges electrons with the channel. The band edge is held fixed, so changing \(\delta\) means changing \(\mu\).

**The general identity.** In equilibrium with the contact, a many-electron state of energy \(E_s\) and number \(N_s\) has the weight \(e^{-(E_s-\mu N_s)/kT}\). Let \(Z\) be the sum of the weights. Each derivative with respect to \(\mu\) brings down a factor \(N_s/kT\), so

\[
\langle N\rangle=\frac{kT}{Z}\frac{\partial Z}{\partial\mu},\qquad
\langle N^2\rangle=\frac{(kT)^2}{Z}\frac{\partial^2Z}{\partial\mu^2}.
\]

Differentiating the first expression by the product rule gives

\[
\frac{\partial\langle N\rangle}{\partial\mu}
=\frac{kT}{Z}\frac{\partial^2Z}{\partial\mu^2}-\frac{kT}{Z^2}\left(\frac{\partial Z}{\partial\mu}\right)^2
=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT}.
\]

With \(n=\langle N\rangle/A\), the quantum capacitance is

\[
C_q=\frac{e^2}{kT}\,\frac{\langle N^2\rangle-\langle N\rangle^2}{A}.
\]

**The variance of independent levels.** A level at \(\varepsilon\) is either empty, with weight 1, or occupied, with weight \(y=e^{(\delta-\varepsilon)/kT}\). It is occupied with probability \(p=y/(1+y)\). Its occupation is 0 or 1 and so equals its own square, which makes its variance

\[
p-p^2=\frac{y}{1+y}\cdot\frac{1}{1+y}=\frac{y}{(1+y)^2}.
\]

Independent levels add their variances. Using the constant \(D\) and \(d\varepsilon=-kT\,dy/y\), with \(y\) running from \(e^\eta\) at the edge down to 0,

\[
\frac{\langle N^2\rangle-\langle N\rangle^2}{A}
=D\int_0^\infty\frac{y\,d\varepsilon}{(1+y)^2}
=D\,kT\int_0^{e^\eta}\frac{dy}{(1+y)^2}
=D\,kT\left(1-\frac{1}{1+e^\eta}\right).
\]

The bracket equals \(e^\eta/(1+e^\eta)=1/(1+e^{-\eta})\). Multiplication by \(e^2/kT\) gives

\[
C_q=\frac{e^2D}{1+e^{-\delta/kT}},
\]

as before. Here the capacitance comes first and the density follows by integration from the empty band:

\[
n=\int_{-\infty}^{\delta}\frac{C_q(\delta')}{e^2}\,d\delta'
=D\int_{-\infty}^{\delta}\frac{e^{\delta'/kT}}{1+e^{\delta'/kT}}\,d\delta'
=D\,kT\ln(1+e^{\eta}).
\]

**What the fluctuations say about the example.** Dividing the variance by the mean gives

\[
\frac{\langle N^2\rangle-\langle N\rangle^2}{\langle N\rangle}=\frac{C_q}{e^2n/kT}=\frac{1-e^{-u}}{u}.
\]

In a dilute gas this ratio is 1, the value for particles that arrive independently, and \(C_q=e^2n/kT\). At \(10^{13}\) cm\(^{-2}\) and 300 K it is \(40.4/62.0=0.65\): the exclusion principle has removed a third of the classical fluctuation. In the opposite limit the variance per area saturates at \(D\,kT\), because levels well below the chemical potential are full and do not fluctuate.

The near agreement of the two simple estimates now has a reason. Their ratio is \((e^2n/kT)/(e^2D)=u\), which is close to 1 here. The estimates therefore agree best at \(n=D\,kT\), in the middle of the crossover, where neither of them applies.

## What each derivation assumes

Both derivations need equilibrium with the contact, a sharp band edge, a constant \(D\), and an area large enough to replace the sum over levels by an integral. For another density of states both lead to the thermal average of \(D(\varepsilon)\), since \(p(1-p)/kT=-\partial f/\partial\varepsilon\).

They differ in where independence enters. The first uses it at the start: every level has a Fermi occupation, and its height above the edge does not change as the band fills. The second begins with an identity that also holds for interacting electrons, and it needs independence when the variances are added. If interactions correlate the occupations, the sum of \(p(1-p)\) is wrong while the identity stands.

The identity also shows why the fixed quantity must be named. Suppose the gate, not the band edge, is held at fixed potential, and the charging energy is included in \(E_s\). Raising \(\mu\) by \(d\mu\) lowers the potential of the contact by \(d\mu/e\), which raises \(V_G\) relative to the contact by the same amount. Then \(\partial n/\partial\mu=C_{tot}/e^2\), and the variance measures \(C_{tot}\) instead of \(C_q\). For 5 nm of oxide with relative permittivity 18, \(C_{ox}=3.19\) µF/cm\(^2\). At \(10^{13}\) cm\(^{-2}\) and 300 K,

\[
C_{tot}=\frac{3.188\times40.42}{3.188+40.42}=2.95\ \text{µF/cm}^2,
\]

and the ratio of variance to mean falls from 0.65 to \(2.95/62.0=0.048\). The charging energy suppresses the fluctuation far more than the exclusion principle does.

**The size of the interaction.** The uniform electrostatic energy is already contained in \(C_{ox}\). The next term is exchange. To first order in the Coulomb interaction, at fixed density, it adds to the free energy per area

\[
F_x=-\frac g2\int d^2r\,\frac{e^2}{4\pi\epsilon_0\kappa r}\,|\rho(r)|^2,\qquad
\rho(r)=\int\frac{d^2k}{(2\pi)^2}\,f_k\,e^{i\mathbf k\cdot\mathbf r}.
\]

Here \(\rho\) is the density matrix of one spin and valley, and exchange between valleys is neglected. The permittivity \(\kappa\) is the mean of 18 above and 3.9 below, the value for a charge between two thick dielectrics.

Since \(\mu=\partial F/\partial n\), exchange adds \(\partial^2F_x/\partial n^2\) to \(d\mu/dn=e^2/C_q\). At \(10^{13}\) cm\(^{-2}\) and 300 K the independent-electron value is 0.396 eV nm\(^2\) and the exchange term is −0.295 eV nm\(^2\). At 77 K the two are 0.246 and −0.256 eV nm\(^2\), and their sum is slightly negative for this unscreened potential. That sign is not robust. Screening by a metal gate 5 nm away changes the 77 K term to −0.247 eV nm\(^2\), which leaves a sum near zero. Adding the in-plane polarizability of the layer, with an assumed screening length of about 4 nm, gives −0.19 eV nm\(^2\) at 77 K and −0.21 eV nm\(^2\) at 300 K, and both sums are then positive.

A first-order term as large as the zeroth-order one is no reliable correction. It shows that the independent-electron \(C_q\) is not a quantitative prediction for this material at this density. The values −0.295 and −0.256 eV nm\(^2\) leave out screening by the gate and by the layer itself; screening by the carriers and correlation are left out of all these estimates.

## The formula beside a real device

The parameters are rough values for monolayer MoS\(_2\) under HfO\(_2\). At the gate, \(C_q\) matters most at low density: at 300 K it equals \(C_{ox}\) at \(5.3\times10^{11}\) cm\(^{-2}\). At \(10^{13}\) cm\(^{-2}\) a small relative error in \(C_q\) reaches \(C_{tot}\) multiplied by \(C_{tot}/C_q=0.07\), which follows from differentiating the series formula at fixed \(C_{ox}\). The exchange term is too large for this rule and must be put into the series formula in full. Taken at first order, as a rough guide only, it lowers \(1/C_q\) by about three quarters. Since \(1/C_q\) is only 7 % of \(1/C_{tot}\), \(1/C_{tot}\) falls by 5.4 % and \(C_{tot}\) rises by about 6 % (about 4 % with screening by the gate and by the layer). The assumption of zero thickness costs more. A thin sheet of charge at the middle of a layer 0.65 nm thick, with an assumed permittivity of 6, adds a series capacitance of about 16 µF/cm\(^2\) and lowers \(C_{tot}\) by about 15 %.

For an ideal parabolic band, the limit \(e^2D\) is hard to reach at room temperature. Coming within 1 % of \(e^2D\) requires \(e^{-u}=0.01\), or \(n=4.605\,D\,kT=5.0\times10^{13}\) cm\(^{-2}\) at 300 K. With one gate balancing all the charge, the oxide field \(en/(\epsilon_0\kappa_{ox})\), with \(\kappa_{ox}=18\), is then 5.0 MV/cm, above a rough breakdown field of 4 MV/cm. At 77 K the independent-electron formula asks for \(1.3\times10^{13}\) cm\(^{-2}\) and 1.3 MV/cm. A real band need not level off at \(e^2D\). At \(5.0\times10^{13}\) cm\(^{-2}\) and 300 K the chemical potential lies about 0.12 eV above the edge. A nonparabolicity \(\alpha\) makes the density of states \(D(1+2\alpha\varepsilon)\), which for \(\alpha=0.5\) eV\(^{-1}\) is 12 % above \(D\) at that energy, and upper valleys would add to it. Such a band passes the value \(0.99\,e^2D\) earlier and keeps rising: at \(2.9\times10^{13}\) cm\(^{-2}\) and 2.9 MV/cm for this \(\alpha\), or at \(2.1\times10^{13}\) cm\(^{-2}\) and 2.1 MV/cm with six upper states of mass 0.6 \(m_e\) lying 0.1 eV above the edge. The field argument concerns the plateau of the ideal band only.

The exponentially small limit can be masked by interface traps. A trap density of \(10^{12}\) eV\(^{-1}\)cm\(^{-2}\), if the traps follow the gate signal, contributes 0.16 µF/cm\(^2\) in parallel with \(C_q\). That exceeds \(C_q\) below \(2.6\times10^{10}\) cm\(^{-2}\) at 300 K. Disorder, which blurs the band edge, is not included.

Three other band effects were estimated for \(10^{13}\) cm\(^{-2}\) and 300 K at fixed density, and with the parameters assumed here they are small. Upper valleys, counted as six states of mass 0.6 \(m_e\), raise \(C_q\) by 5 % if they lie 0.1 eV above the edge and by 0.1 % at 0.2 eV. This depends strongly on the assumptions: twelve states at 0.1 eV give 9 %, and six states at 0.06 eV give 16 %. A nonparabolicity of 0.5 eV\(^{-1}\) raises it by 2 %, and a spin splitting of 3 meV changes it by less than 0.1 % (15 meV would lower it by 1 %). Direct tunnelling through the oxide, estimated with a 2 eV barrier, a tunnelling mass of 0.2 \(m_e\) and an assumed \(10^{15}\) attempts per second, gives an electron a lifetime of order 10 ms. The lifetime grows exponentially with the square root of the mass: 0.1 \(m_e\) would give about 2 µs and 0.3 \(m_e\) about 10 s. It is also sensitive to the barrier: at 0.2 \(m_e\), 1.5 eV would give about 0.1 ms and 2.5 eV about 0.8 s. Equilibrium with the contact requires that the contact refill the channel much faster than electrons leak away. Leakage through oxide defects is not part of this estimate. The numerical output below lists the inputs and the values at other densities.

## Values computed for the example and the checks

```
Mass 0.5 m_e, degeneracy 4, T 300 K
Oxide 5.0 nm, permittivity 18.0; substrate 3.9
kT = 25.85 meV
D = 4.177e+14 /(eV cm2)
D kT = 1.080e+13 /cm2
Ceiling e^2 D = 66.93 uF/cm2 = 0.6693 F/m2
C_ox = 3.188 uF/cm2
State sum, delta=-8kT: C_q/low limit = 0.99967
State sum, delta=0: C_q/ceiling = 0.50000
State sum, delta=+8kT: 1-C_q/ceiling = 3.354e-04
exp(-8) = 3.355e-04
At 300 K: n(/cm2) delta(meV) C_q e^2n/kT C_tot(uF/cm2) F(MV/cm)
1e+10  -180.55   0.0619    0.0620  0.0608   0.001
1e+11  -120.92   0.6169    0.6197  0.5169   0.010
1e+12   -60.31   5.9192    6.1975  2.0718   0.101
1e+13    10.90  40.4153   61.9750  2.9545   1.005
2e+13    43.46  56.4253  123.9499  3.0171   2.011
At n = 1e13 /cm2: T(K), C_q(uF/cm2), C_q/ceiling
77 65.11 0.9729
300 40.42 0.6039
400 33.51 0.5007
C_q = C_ox at n = 5.270e+11 /cm2, 300 K
99% of ceiling, 77 K: n = 1.276e+13 /cm2, F = 1.28 MV/cm
99% of ceiling, 300 K: n = 4.973e+13 /cm2, F = 5.00 MV/cm
Rough HfO2 breakdown field: 4 MV/cm
Neglected effects, n = 1e13 /cm2, 300 K unless stated:
Ideal dmu/dn: 300 K 0.396, 77 K 0.246 eV nm2
Exchange dmu/dn: 300 K -0.295, 77 K -0.256 eV nm2
Exchange changes C_tot by 5.76 %
Layer 0.65 nm, permittivity 6.0: depth capacitance 16.35 uF/cm2
Charge depth changes C_tot by -15.31 %
Upper valleys: 6 states, mass 0.6 m_e; change of C_q:
offset 0.1 eV 4.97 %, 0.2 eV 0.119 %
Spin splitting 3 meV: C_q -0.04 %
Nonparabolicity 0.5 /eV: C_q 1.92 %
Traps 1e+12 /(eV cm2): C_it = 0.160 uF/cm2
C_q = C_it at n = 2.59e+10 /cm2
Gap 2.0 eV, equal bands: midgap C_q = 2.1e-15 uF/cm2
Tunnelling: barrier 2.0 eV, mass 0.2 m_e, attempts 1e+15 /s
Transmission 7.1e-14, lifetime 1.4e-02 s, leakage 1.1e-04 A/cm2
```
